# Ion path length under power-law nuclear stopping

An ion of energy \(E_0\) slows down in a random target of constant atomic density \(N\), losing energy to elastic collisions with target atoms and to nothing else. If its nuclear stopping cross section is

\[
S(E)=K E^{1-2m},\qquad 0<m<1,
\]

with \(K\) constant, its total path length, treated as a continuous slowing down to rest, is

\[
R(E_0)=\frac{E_0^{2m}}{2mNK}=\frac{E_0}{2m\,N S(E_0)} .
\]

Thus \(R\propto E_0^{2m}\). This is length measured along the track, not depth below the surface. The first derivation below integrates the average energy loss. The second follows separate random collisions and gives the same power of energy, generally with a different prefactor.

## Where the stopping law comes from

Let the ion have mass \(M_1\) and the target atom, initially at rest, mass \(M_2\). The energy transferred in one collision is

\[
T=\gamma E\sin^2(\theta/2),\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2},
\]

where \(\theta\) is the deflection in the centre-of-mass frame. The stopping cross section is the transfer summed over impact parameters \(b\),

\[
S(E)=\int_0^\infty T\,2\pi b\,db ,
\]

so that \(NS\) is the mean energy lost per unit path.

Take a repulsive potential \(V=k/r^s\). With \(E_c=EM_2/(M_1+M_2)\), classical mechanics gives

\[
\theta=\pi-2b\int_{r_{\min}}^\infty
\frac{dr}{r^2\sqrt{1-k/(E_c r^s)-b^2/r^2}} .
\]

Substituting \(r=b\rho\) cancels the factor \(b\) in front and leaves \(b\) and \(E_c\) only in the combination \(k/(E_c b^s)\). Now write \(b=(k/E_c)^{1/s}\beta\). Then \(\theta\) depends on \(\beta\) alone, and

\[
S=\gamma E\left(\frac{k}{E_c}\right)^{2/s}
\int_0^\infty \sin^2\!\frac{\theta(\beta)}2\,2\pi\beta\,d\beta
\propto E^{1-2/s}.
\]

Hence \(m=1/s\), with no small-angle approximation. At large \(\beta\) the deflection falls as \(\beta^{-s}\), so the integrand falls as \(\beta^{1-2s}\) and the integral converges for \(s>1\), that is, for \(m<1\). Direct scattering integrals tested this exponent: they gave \(-0.00002\) for \(s=2\) and \(0.33332\) for \(s=3\), against 0 and \(1/3\).

A convenient explicit cross section comes from distant collisions. To first order in the potential, \(\theta\propto k/(E_cb^s)\), so \(T\simeq\gamma E\theta^2/4=B/(Eb^{2s})\) with a constant \(B\). Transfers larger than \(T\) come from smaller impact parameters, and their cross section is

\[
\sigma(>T)=\pi b^2=\pi\left(\frac{B}{ET}\right)^m .
\]

Minus its derivative with respect to \(T\) gives

\[
d\sigma=C E^{-m}T^{-1-m}dT,\qquad C=\pi mB^m .
\]

Using this form for all \(0<T<\gamma E\) is a model choice, since close collisions are not small-angle events. It yields

\[
S=CE^{-m}\int_0^{\gamma E}T^{-m}dT
=CE^{-m}\frac{(\gamma E)^{1-m}}{1-m}
=\frac{C\gamma^{1-m}}{1-m}E^{1-2m},
\]

which identifies \(K=C\gamma^{1-m}/(1-m)\). The integral converges at small \(T\) because \(m<1\). The exponent is exact for \(k/r^s\), but with \(C=\pi mB^m\) the prefactor is not: this \(K\) lies 1% below the exact scattering integral for \(s=2\), 23% below for \(s=3\) and 39% below for \(s=4\). In the example below \(C\) is instead fitted to a known stopping.

## First derivation: continuous slowing down

Suppose that every ion loses energy at the average rate. If \(x\) is distance along the track,

\[
\frac{dE}{dx}=-NS(E)=-NKE^{1-2m}.
\]

The minus sign says that energy falls as path grows. Separating the variables,

\[
dx=-\frac{E^{2m-1}}{NK}\,dE .
\]

The energy runs from \(E_0\) down to zero; reversing the limits removes the minus sign:

\[
R=\frac1{NK}\int_0^{E_0}E^{2m-1}dE=\frac{E_0^{2m}}{2mNK}.
\]

Constant \(N\) was used to take it outside the integral. Inserting \(K\) gives

\[
R=\frac{(1-m)\gamma^{m-1}}{2mNC}E_0^{2m}.
\]

Integrating only down to \(E(x)\) gives \(x=(E_0^{2m}-E^{2m})/(2mNK)\). Dividing by \(R\) and solving for the energy,

\[
E(x)=E_0\left(1-\frac xR\right)^{1/(2m)} .
\]

The part of the path that lies below an energy \(E_f\) is the fraction \((E_f/E_0)^{2m}\) of the whole.

Three cases show what the exponent means. At \(m=1/2\), stopping is independent of energy, each unit of energy buys the same path, and \(R=E_0/(NS)\). For \(m<1/2\), stopping weakens as the ion slows, so the last part of the energy buys more path than the first, and \(R\) grows less than linearly with \(E_0\). For \(m>1/2\) the reverse holds.

The condition \(m>0\) cannot be dropped. At \(m=0\), stopping is proportional to energy, and the path down to \(E_f\) is

\[
\frac1{NK}\int_{E_f}^{E_0}\frac{dE}{E}=\frac{1}{NK}\ln\frac{E_0}{E_f}.
\]

This diverges as \(E_f\to0\): there is no finite path to rest, and a physical stopping energy must be supplied.

If the density varies along the track, the same integration gives \(\int N\,dx=E_0^{2m}/(2mK)\). The number of atoms per unit area met along the path then keeps the power law, but the geometrical length in general does not.

## Second derivation: discrete collisions

A real ion loses energy in separate, unequal steps. Let \(t=T/E\) be the fraction lost in one collision. Since \(T=Et\) and \(dT=E\,dt\) at fixed \(E\),

\[
d\sigma=CE^{-m}(Et)^{-1-m}E\,dt=CE^{-2m}t^{-1-m}dt .
\]

All dependence on energy stands in one factor. The total cross section diverges at small \(t\), so count at first only collisions with \(t>\eta\), and define

\[
I_\eta=\int_\eta^\gamma t^{-1-m}dt .
\]

The mean free path and the probability density of \(t\) are then

\[
\lambda(E)=\frac{E^{2m}}{NCI_\eta},\qquad p(t)=\frac{t^{-1-m}}{I_\eta}.
\]

The distribution \(p(t)\) is the same at every energy. After \(n\) independent collisions the energy is \(E_n=E_0\prod_{i=1}^n(1-t_i)\), so the mean length of the next flight is

\[
\langle\lambda(E_n)\rangle=\frac{E_0^{2m}}{NCI_\eta}\,q^n,
\qquad q=\int_\eta^\gamma p(t)(1-t)^{2m}dt .
\]

For \(m>0\) we have \(0<q<1\), and the flights form a geometric series with sum

\[
\bar R_\eta=\frac{E_0^{2m}}{NCI_\eta}\,\frac1{1-q}.
\]

Because \(p(t)\) is normalized, \(I_\eta(1-q)=\int_\eta^\gamma t^{-1-m}[1-(1-t)^{2m}]dt\). Near \(t=0\) the bracket is approximately \(2mt\), so the integrand behaves as \(2mt^{-m}\) and the limit \(\eta\to0\) is finite for \(m<1\). The energy loss left out by the cutoff is proportional to \(\eta^{1-m}\) and vanishes in the same limit. Therefore

\[
\bar R=\frac{E_0^{2m}}{NCJ},\qquad
J=\int_0^\gamma t^{-1-m}\left[1-(1-t)^{2m}\right]dt .
\]

This is again \(E_0^{2m}\). The cause is scaling: raising the starting energy by a factor \(f\) lengthens every flight by \(f^{2m}\) and leaves the sequence of fractional losses statistically unchanged. The whole distribution of path lengths, including its width, therefore stretches by \(f^{2m}\).

### How the prefactors differ

If all losses were small, the bracket in \(J\) could be replaced by \(2mt\), giving \(J_0=2m\gamma^{1-m}/(1-m)\). Then \(E_0^{2m}/(NCJ_0)\) is the continuous result \(R\). In general,

\[
\frac{\bar R}{R}=\frac{J_0}{J}.
\]

For \(m<1/2\) the function \((1-t)^{2m}\) is concave and lies below its tangent \(1-2mt\). Hence \(J>J_0\), and the true mean path is shorter than \(R\). At \(m=1/2\) the two are equal. For \(m>1/2\) the function is convex and the mean path is longer. With \(\gamma=0.793\), the ratio is 0.8916 at \(m=0.25\), 1.0000 at \(m=0.5\) and 1.0445 at \(m=0.8\).

The size of the correction follows from the next term, \(1-(1-t)^{2m}=2mt+m(1-2m)t^2+\dots\), which gives

\[
\frac{J}{J_0}=1+\frac{(1-2m)(1-m)}{2(2-m)}\gamma+\dots
\]

The difference vanishes as \(\gamma\to0\), when the masses are very unequal and no single collision can take much energy.

### From path to depth

The same series gives the mean projected range, the average final displacement along the initial direction. Let \(\phi\) be the laboratory deflection of the ion and \(\mu=M_2/M_1\). If \(p\) is the ion momentum before the collision, its squared momentum afterwards is \(p^2(1-t)\), and the squared recoil momentum is \(2M_2T=p^2\mu t\). Momentum conservation requires

\[
p^2\mu t=p^2+p^2(1-t)-2p^2\sqrt{1-t}\cos\phi ,
\]

and so

\[
\cos\phi=\frac{1-(1+\mu)t/2}{\sqrt{1-t}} .
\]

The azimuth of each deflection is random, so on average a collision multiplies the direction cosine by \(\cos\phi\). Each term of the series now carries \(\cos\phi\,(1-t)^{2m}\) in place of \((1-t)^{2m}\):

\[
\bar R_p=\frac{E_0^{2m}}{NC}
\left\{\int_0^\gamma t^{-1-m}\left[1-\cos\phi\,(1-t)^{2m}\right]dt\right\}^{-1}.
\]

Depth obeys the same power law as path in this model. The target is taken as unbounded, so an ion that turned back through the surface would still be counted.

## Arsenic in amorphous silicon

Consider 4000 eV arsenic ions entering amorphous silicon, with \(N=50\) atoms/nm³ as a rough density. The masses 74.92 u and 28.09 u give \(\gamma=0.793\). To fix the strength of the power law, use the Ziegler–Biersack–Littmark (ZBL) universal nuclear stopping,

\[
S_{\rm ZBL}=4\pi aZ_1Z_2e^2\frac{M_1}{M_1+M_2}s(\varepsilon),
\qquad
\varepsilon=\frac{aM_2E}{Z_1Z_2e^2(M_1+M_2)},
\]

\[
s(\varepsilon)=\frac{\ln(1+1.1383\varepsilon)}
{2(\varepsilon+0.01321\varepsilon^{0.21226}+0.19593\varepsilon^{0.5})}.
\]

Here \(e^2\) stands for the squared elementary charge divided by \(4\pi\epsilon_0\), \(a=0.8854a_0/(Z_1^{0.23}+Z_2^{0.23})\), and \(a_0\) is the Bohr radius. For \(Z_1=33\) and \(Z_2=14\), \(a=0.0115\) nm, \(\varepsilon=0.0189\) and \(s=0.2065\). The formula for \(s\) is a fit to scattering in the potential \(Z_1Z_2e^2\Phi(r/a)/r\), with

\[
\begin{aligned}
\Phi(x)={}&0.1818e^{-3.2x}+0.5099e^{-0.9423x}\\
&+0.2802e^{-0.4028x}+0.02817e^{-0.2016x}.
\end{aligned}
\]

The scattering integral for this potential also gives 0.2065 at this energy.

The result is \(S(E_0)=14.45\) eV nm², or \(NS=722.6\) eV/nm. The local slope of the ZBL curve corresponds to \(m=0.331\), so \(m=1/3\) is a fair choice at 4000 eV. The continuous path is

\[
R=\frac{4000\ \text{eV}}{(2/3)(722.6\ \text{eV/nm})}=8.30\ \text{nm}.
\]

Doubling the energy multiplies it by \(2^{2/3}=1.587\), to 13.18 nm. At half the path the ion retains \(4000\times(1/2)^{3/2}=1414\) eV: about 65% of the energy is lost in the first half.

Discrete losses shorten the mean path to 7.75 nm, a factor of 0.933. The first correction above gives \(J/J_0\simeq1.053\), hence a factor of about 0.950; the higher terms supply the rest. The mean projected range is 6.59 nm. These factors belong to the shape \(t^{-1-m}\); the exact \(1/r^3\) cross section with the same stopping gives 0.927 in place of 0.933 and nearly the same projected range.

These formulas were tested by following 12,000 random ion histories at each of two energies, 4000 and 500 eV. Transfers below 0.004 eV were omitted and ions were stopped at 0.05 eV. Since these cutoffs are fixed energies, they do not build in the scaling. They are numerical, not physical: the free path between counted collisions at 4000 eV is 0.024 nm, far below the atomic spacing \(N^{-1/3}=0.27\) nm, so the simulation tests the formulas, not the collision picture in a real solid. The mean path at 4000 eV was 7.76 nm, the projected range 6.61 nm, and the energy exponent of the mean path 0.6675, against the predicted 0.6667. The standard deviation of the path was 2.9 nm, about 38% of its mean, so \(\bar R\) does not describe an individual ion closely. None of the 12,000 ions at 4000 eV crossed back through the entry plane.

### How far the model can be trusted here

An energy of a few keV belongs to shallow implantation of arsenic into silicon. For these numbers the most serious of the assumptions sized here is a constant \(m\). The effective \(m\) of ZBL stopping falls from 0.33 at 4000 eV to 0.25 at 400 eV and 0.20 at 40 eV. A smaller \(m\) means that stopping drops faster as the ion slows, so the ion travels farther than the fixed power law predicts. Integrating the ZBL stopping gives a continuous path of 10.6 nm, 28% longer than 8.30 nm. The energy exponent changes too. For any stopping law, \(dR/dE=1/(NS)\), so

\[
\frac{d\ln R}{d\ln E}=\frac{E}{NSR}.
\]

With the ZBL path this is \(4000/(722.6\times10.62)=0.52\) at 4000 eV, not 0.67. Matching \(m\) to the stopping at one energy therefore does not guarantee the exponent of the path, which depends on stopping at all lower energies.

Electronic loss acts in the other direction. The Lindhard–Scharff estimate,

\[
S_e=8\pi e^2a_0\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac{v}{v_0},
\]

with \(v\) the ion speed and \(v_0\) the Bohr velocity, gives 1.14 eV nm² at 4000 eV, a fraction \(r=0.0788\) of the nuclear value. To first order the path changes by \(-\int S_e\,dE/(NS^2)\). Since \(S_e\propto E^{1/2}\), this is, relative to \(R\),

\[
-2mr\int_0^1y^{4m-3/2}dy=-\frac{2mr}{4m-1/2}=-0.8\,r=-6.3\%,
\]

where \(y=E/E_0\) and \(m=1/3\). The full integral, with the power-law nuclear stopping held fixed, gives \(-5.9\%\), or 7.81 nm. With ZBL nuclear stopping the change is \(-8.1\%\).

The energy at which an ion counts as stopped matters more than the power law suggests. Stopping it at 20 eV removes only 2.9% of the power-law path but 12.6% of the ZBL path, because ZBL stopping is much weaker at low energy. The two paths are then 8.06 and 9.28 nm, so the difference between them falls from 28% to 15%, and the local energy exponent of the ZBL path at 4000 eV rises from 0.52 to 0.60. With discrete collisions drawn from the ZBL potential and the same 20 eV stop, the mean path is about 8.4 nm and the projected range about 7.2 nm, against 7.5 and 6.5 nm for the power law, so the depth changes by about 10%. The low-energy part of any of these paths is also outside the range of independent binary collisions: at 20 eV the head-on distance of closest approach is 0.185 nm, and 28% of the ZBL stopping comes from impact parameters above 0.15 nm, where neighbouring atoms act at the same time. The ZBL path to rest is therefore an extrapolation.

Dose changes the target. A high dose of \(10^{15}\) ions/cm², spread evenly over the projected range, adds 1.5 arsenic atoms/nm³, or 3% of the target density; since an arsenic atom stops arsenic 1.31 times as strongly as a silicon atom does, this adds about 4% to the stopping by the end of the implant. Sputtering is not computed here: each atom removed per ion would take away 0.2 nm at this dose, 3% of the projected range, so a yield of one to two atoms per ion would be comparable with the electronic correction. A crystalline wafer also permits channelling between rows of atoms, which the random target excludes and which is not estimated here. ZBL and Lindhard–Scharff are themselves models, so these comparisons measure sensitivity to assumptions, not error against experiment.

## What the two derivations assume

Both need constant density, negligible electronic loss and a single exponent \(m>0\) down to rest. They differ in what they ask of the collisions.

The continuous derivation needs only the average loss \(S(E)\); the shape of the cross section is irrelevant. In return it replaces random losses by a smooth rate, which is justified when each collision takes a small fraction of the energy. At \(m=1/2\) its mean path is right even for large losses.

The discrete derivation allows large losses but needs more information: collisions must be independent, and the distribution of \(t\) must not change with energy. Its exponent does not require the particular form \(t^{-1-m}\). For any cross section \(d\sigma=E^{-2m}g(t)dt\) with finite stopping, the same series gives \(E_0^{2m}\), with \(g(t)\) replacing \(Ct^{-1-m}\) in the product \(CJ\). The potential \(k/r^s\) has this property, because \(t\) depends on \(\beta\) alone and the area \(2\pi b\,db\) scales as \(E^{-2/s}\).

Knowing only that \(S\propto E^{1-2m}\) is therefore enough for the continuous path but not, in general, for the true mean path. If the mixture of soft and hard collisions changed with energy while \(S\) kept its power law, the ratio \(\bar R/R\) could itself vary with energy, and the exponent of the mean path would shift. The numerical output lists most of the computed values used here; the remaining numbers follow from the formulas given, some by numerical integration.

## Values computed for the example and the checks

```
As -> amorphous Si; model m = 0.3333
Z1, Z2 = 33, 14; M1, M2 = 74.92, 28.09 u
target density N = 50.0 atoms/nm^3
ion energy E0 = 4000 eV
maximum transfer fraction g = 0.7933
ZBL screening length = 0.01151 nm
reduced energy at E0 = 0.01888
ZBL reduced stopping, fit = 0.2065
ZBL reduced stopping, scattering = 0.2065
S(E0) = 14.452 eV nm^2
N S(E0) = 722.6 eV/nm
C = 0.708 eV^(2/3) nm^2
stopping exponent for 1/r^2 = -0.00002
stopping exponent for 1/r^3 = 0.33332
E = 1000 eV: R power law = 3.295 nm, R ZBL = 5.494 nm
E = 2000 eV: R power law = 5.231 nm, R ZBL = 7.527 nm
E = 4000 eV: R power law = 8.303 nm, R ZBL = 10.623 nm
E = 8000 eV: R power law = 13.180 nm, R ZBL = 15.531 nm
R(2 E0)/R(E0) = 1.5874
energy left at half path = 1414.2 eV
mean path, discrete losses = 7.747 nm
mean path / R = 0.9330
mean path / R at m = 0.25: 0.8916
mean path / R at m = 0.5: 1.0000
mean path / R at m = 0.8: 1.0445
mean projected range = 6.594 nm
Monte Carlo ions per energy = 12000
Monte Carlo cutoffs: T = 0.004 eV, stop = 0.05 eV
Monte Carlo mean path at E0 = 7.756 nm
Monte Carlo mean path at E0/8 = 1.936 nm
Monte Carlo energy exponent = 0.6675
Monte Carlo projected range = 6.614 nm
path spread (std) = 2.936 nm
depth spread (std) = 2.693 nm
ions crossing entry plane = 0.00 %
electronic S(E0) = 1.138 eV nm^2
electronic/nuclear at E0 = 0.0788
R with electronic loss = 7.812 nm
change of R by electronic loss = -5.91 %
ZBL effective m at 40 eV = 0.1981
ZBL effective m at 400 eV = 0.2484
ZBL effective m at 4000 eV = 0.3310
path share below 20 eV = 2.92 %
high dose = 1.0e+15 ions/cm^2
added As density = 1.517 atoms/nm^3
added As / target density = 3.03 %
```
